# Retarded E1 and M2 decay of 2p3/2 in hydrogen-like xenon

## Problem

A free Xe$^{53+}$ ion ($Z=54$) is in its $2p_{3/2}$ level and decays to $1s_{1/2}$ by emitting one photon. Find the E1 and M2 rates without expanding the photon wave in powers of $kr$. How far off is the long-wavelength dipole approximation, and how well does the ratio of the M2 to the E1 amplitude follow the scaling $(Z\alpha)^2$?

The electron obeys the Dirac equation in the field of a fixed point nucleus. Nuclear size, recoil and QED level shifts are left out. Atomic units are used, with $c=1/\alpha$ and $k=\omega/c$; the final rates are also given in s$^{-1}$.

The angular momenta $3/2$ and $1/2$ allow photon multipoles $J=1$ and $J=2$. The parity of the ion changes, which admits E1 and M2 and excludes M1 and E2.

## First estimate by scaling

Nonrelativistically the transition energy is $\omega\approx\frac12Z^2(1-\frac14)=\frac38Z^2$, so $k\approx\frac38Z^2\alpha$. The size of the ion is $r\sim1/Z$, hence $kr\sim\frac38Z\alpha$.

An electric dipole transition involves a moment of order $r$. A magnetic one involves a moment of order $\alpha/2$, the Bohr magneton in these units, and the quadrupole order brings a further factor $kr$. The amplitude ratio is therefore roughly

$$\frac{\rm M2}{\rm E1}\sim\frac{(\alpha/2)\,kr}{r}=\frac{k\alpha}{2}\approx\frac{3}{16}(Z\alpha)^2 .$$

With $(Z\alpha)^2=0.1553$ this is 0.029, or about $8\times10^{-4}$ in the rate. Retardation should change the E1 amplitude by a relative amount of order $(kr)^2\sim\frac{9}{64}(Z\alpha)^2\approx0.02$. Angular factors and the sign of this change are beyond such an estimate.

## Exact solution

### Rate and choice of axis

The electron couples to the radiation field through $\boldsymbol\alpha\cdot\mathbf A$. In a box of volume $V$, an emitted photon contributes $\mathbf A=\sqrt{2\pi c^2/(\omega V)}\,\boldsymbol\varepsilon^*e^{-i\mathbf k\cdot\mathbf r}$, and the density of photon states is $V\omega^2d\Omega/(2\pi c)^3$. The golden rule gives

$$dA=2\pi\,\frac{2\pi c^2}{\omega}\,\frac{\omega^2}{8\pi^3c^3}|M|^2d\Omega=\frac{k}{2\pi}|M|^2d\Omega,\qquad M=\langle f|\boldsymbol\alpha\cdot\boldsymbol\varepsilon^*e^{-i\mathbf k\cdot\mathbf r}|i\rangle .$$

We sum over polarizations and $m_f$ and average over the four values of $m_i$. The result does not depend on the photon direction, so $\mathbf k$ may be put along $z$ and the solid angle gives $4\pi$. Both helicities contribute equally by reflection symmetry. A photon of positive helicity carries $+1$ along $z$, which leaves two amplitudes:

$$M_1:\ \tfrac32\to\tfrac12,\qquad M_2:\ \tfrac12\to-\tfrac12 .$$

Hence

$$A=\frac{k}{2\pi}\,4\pi\,\frac14\,2\left(|M_1|^2+|M_2|^2\right)=k\left(|M_1|^2+|M_2|^2\right).$$

### Radial functions

Write $\psi=\frac1r(P\,\Omega_{\kappa m},\ iQ\,\Omega_{-\kappa m})$, with $\kappa=-1$ for $1s_{1/2}$ and $\kappa=-2$ for $2p_{3/2}$. Setting $\kappa=-n$, the radial equations are

$$c\left(P'-\frac nrP\right)=\left(E+c^2+\frac Zr\right)Q,\qquad c\left(Q'+\frac nrQ\right)=-\left(E-c^2+\frac Zr\right)P .$$

Try $P=p\,r^\gamma e^{-\lambda r}$ and $Q=q\,r^\gamma e^{-\lambda r}$. The $1/r$ terms give $c(\gamma-n)p=Zq$ and $c(\gamma+n)q=-Zp$. Their product gives

$$\gamma_n=\sqrt{n^2-(Z\alpha)^2},\qquad \frac qp=-\frac{n-\gamma_n}{Z\alpha}.$$

The remaining terms give $-c\lambda p=(E+c^2)q$ and $c\lambda q=(E-c^2)p$. With $\epsilon=E/c^2$ they require $\lambda=c\sqrt{1-\epsilon^2}$ and $q/p=-\sqrt{(1-\epsilon)/(1+\epsilon)}$. Both expressions for $q/p$ agree if $\epsilon=\gamma_n/n$, and then $\lambda=Z/n$. Normalization, $\int(P^2+Q^2)dr=1$, fixes

$$p=N\sqrt{\frac{1+\epsilon}{2}},\quad q=-N\sqrt{\frac{1-\epsilon}{2}},\quad N^2=\frac{(2\lambda)^{2\gamma+1}}{\Gamma(2\gamma+1)} .$$

The photon frequency is $\omega=c^2(\gamma_2/2-\gamma_1)$.

### Angular integrals

The matrix $\boldsymbol\alpha$ connects large with small components:

$$M=i\int dr\,d\Omega\,e^{-ikr\cos\theta}\left[P_fQ_i\,\Omega_{-1}^\dagger\boldsymbol\sigma\!\cdot\!\boldsymbol\varepsilon^*\Omega_{2}-Q_fP_i\,\Omega_{1}^\dagger\boldsymbol\sigma\!\cdot\!\boldsymbol\varepsilon^*\Omega_{-2}\right].$$

The minus sign comes from the complex conjugate of $iQ_f$. For positive helicity $\boldsymbol\varepsilon^*=-(1,-i,0)/\sqrt2$, so $\boldsymbol\sigma\cdot\boldsymbol\varepsilon^*=-\sqrt2\,\sigma_-$, where $\sigma_-$ turns spin up into spin down. Thus we need the spin-up parts of the initial spinors and the spin-down parts of the final ones:

- initial, up: $\Omega_{-2,3/2}\to Y_{11}$, $\ \Omega_{-2,1/2}\to\sqrt{2/3}\,Y_{10}$, $\ \Omega_{2,1/2}\to-\sqrt{2/5}\,Y_{20}$;
- final, down: $\Omega_{-1,1/2}\to0$, $\ \Omega_{-1,-1/2}\to Y_{00}$, $\ \Omega_{1,1/2}\to\sqrt{2/3}\,Y_{11}$, $\ \Omega_{1,-1/2}\to\sqrt{1/3}\,Y_{10}$.

The averages of $e^{-ikr\cos\theta}$ and $P_2(\cos\theta)e^{-ikr\cos\theta}$ over the sphere are $j_0$ and $-j_2$, with argument $kr$. Since $4\pi|Y_{11}|^2=1-P_2$, $4\pi|Y_{10}|^2=1+2P_2$ and $4\pi Y_{00}Y_{20}=\sqrt5P_2$, the angular integrals before the factor $-\sqrt2$ are

- for $M_1$: zero with $P_fQ_i$, and $\sqrt{2/3}\,(j_0+j_2)$ with $Q_fP_i$;
- for $M_2$: $+\sqrt2\,j_2$ with $P_fQ_i$, and $\frac{\sqrt2}{3}(j_0-2j_2)$ with $Q_fP_i$.

Therefore

$$M_1=\frac{2i}{\sqrt3}\int Q_fP_i(j_0+j_2)\,dr,$$

$$M_2=i\int\left[\tfrac23Q_fP_i(j_0-2j_2)-2P_fQ_ij_2\right]dr .$$

### Separation into E1 and M2

By the Wigner-Eckart theorem, the $J=1$ part of $(M_1,M_2)$ is proportional to the Clebsch-Gordan coefficients $\langle\frac12m_f;1\,1|\frac32m_i\rangle=(1,1/\sqrt3)$. Its unit vector is $(\sqrt3,1)/2$. The $J=2$ part is orthogonal to it, by the orthogonality of 3j symbols for different $J$, and has the unit vector $(1,-\sqrt3)/2$. Define real amplitudes by

$$\frac{\sqrt3M_1+M_2}{2}=-ib_E,\qquad\frac{M_1-\sqrt3M_2}{2}=-ib_M .$$

In the first combination the coefficient of $Q_fP_i$ is $i[(j_0+j_2)+\frac13(j_0-2j_2)]=\frac i3(4j_0+j_2)$. In the second, $j_0$ cancels and $\frac{i}{\sqrt3}[(j_0+j_2)-(j_0-2j_2)]=i\sqrt3j_2$. Thus

$$b_E=-\int\left[\tfrac13Q_fP_i(4j_0+j_2)-P_fQ_ij_2\right]dr,$$

$$b_M=-\sqrt3\int(Q_fP_i+P_fQ_i)\,j_2\,dr,$$

$$A_{E1}=k\,b_E^2,\qquad A_{M2}=k\,b_M^2 .$$

The transformation from $(M_1,M_2)$ to the two multipole amplitudes is orthogonal and preserves the sum of squares, so the total rate has no interference term.

### Radial integrals in closed form

Both products $Q_fP_i$ and $P_fQ_i$ are constants times $r^se^{-\Lambda r}$, with $s=\gamma_1+\gamma_2$ and $\Lambda=\frac32Z$. Let $\rho=\sqrt{\Lambda^2+k^2}$ and $\tan\theta_k=k/\Lambda$. From $\int_0^\infty r^{n-1}e^{-(\Lambda-ik)r}dr=\Gamma(n)e^{in\theta_k}/\rho^n$, the imaginary and real parts are

$$S_n=\frac{\Gamma(n)\sin n\theta_k}{\rho^n},\qquad C_n=\frac{\Gamma(n)\cos n\theta_k}{\rho^n}.$$

Inserting $j_0(x)=\sin x/x$ and $j_2(x)=(3/x^3-1/x)\sin x-3\cos x/x^2$ gives

$$\int r^se^{-\Lambda r}j_0\,dr=\frac{S_s}{k},\qquad \int r^se^{-\Lambda r}j_2\,dr=\frac{3S_{s-2}}{k^3}-\frac{S_s}{k}-\frac{3C_{s-1}}{k^2}.$$

For xenon $s=2.880$, so each term converges separately.

### Numbers for xenon

The energies $\epsilon_i=0.980398$ and $\epsilon_f=0.919086$ give a photon energy of 31.33 keV and $k=8.4019$. The three integrals are

$$\int Q_fP_ij_0=-0.0912714,\quad\int Q_fP_ij_2=-0.0012431,\quad\int P_fQ_ij_2=-0.0006023 .$$

Hence

$$b_E=\frac{4(0.0912714)+0.0012431}{3}-0.0006023=0.121507,$$

$$b_M=\sqrt3\,(0.0012431+0.0006023)=0.003196 .$$

The rates are

$$A_{E1}=8.4019\,(0.121507)^2=0.12405\ \text{a.u.}=5.128\times10^{15}\ {\rm s}^{-1},$$

$$A_{M2}=8.4019\,(0.003196)^2=8.58\times10^{-5}\ \text{a.u.}=3.549\times10^{12}\ {\rm s}^{-1}.$$

A direct three-dimensional quadrature of $M$, with four-component spinors and the complete plane wave, gives the same total, $5.132\times10^{15}$ s$^{-1}$. A separate quadrature with the magnetic quadrupole part of the wave reproduces the M2 rate.

## Comparison

### The long-wavelength dipole rate

Replacing the plane wave by 1 means $j_0\to1$, $j_2\to0$, so $b_{LW}=-\frac43\int Q_fP_i\,dr$. This can be turned into a length integral. From $[\mathbf r,H]=ic\boldsymbol\alpha$ follows $\langle f|\boldsymbol\alpha|i\rangle=-ik\langle f|\mathbf r|i\rangle$. For $\frac32\to\frac12$ the angular integral gives $\langle f|\boldsymbol\varepsilon^*\!\cdot\mathbf r|i\rangle=I/\sqrt3$, with

$$I=\int r(P_fP_i+Q_fQ_i)\,dr .$$

The small components have the same angular factor because $\Omega_{-\kappa}=-\sigma_r\Omega_\kappa$ and $\sigma_r^2=1$. Comparing with $M_1=\frac{2i}{\sqrt3}\int Q_fP_i\,dr$ yields $2\int Q_fP_i\,dr=-kI$, and

$$b_{LW}=\tfrac23kI,\qquad A_{LW}=\tfrac49k^3I^2 .$$

With $I=0.022473$ this gives $b_{LW}=0.125878$ and $A_{LW}=5.504\times10^{15}$ s$^{-1}$, which is 7.3% above the retarded E1 rate.

In the nonrelativistic limit $k_{NR}=\frac38Z^2\alpha$. The functions $P_{1s}=2Z^{3/2}re^{-Zr}$ and $P_{2p}=\frac{Z^{5/2}}{2\sqrt6}r^2e^{-Zr/2}$ give

$$I_{NR}=\frac{Z^4}{\sqrt6}\,4!\left(\frac{2}{3Z}\right)^5=\frac1Z\sqrt{\frac{2^{15}}{3^9}},\qquad A_{NR}=\left(\frac23\right)^8\alpha^3Z^4 .$$

For xenon $A_{NR}=5.330\times10^{15}$ s$^{-1}$. This simpler formula is closer to the retarded E1 rate than the Dirac dipole rate is, through a partial cancellation:

$$\frac{A_{E1}}{A_{NR}}=\underbrace{1.1673}_{(k/k_{NR})^3}\times\underbrace{0.8846}_{(I/I_{NR})^2}\times\underbrace{0.9318}_{\rm retardation}=0.962 .$$

The larger transition energy raises the rate, while the smaller dipole integral and retardation lower it.

### Leading orders in $Z\alpha$

The factors missing from the scaling estimate follow from $j_0\approx1-x^2/6$ and $j_2\approx x^2/15$, where $x=kr$. Expanding $q/p=-(n-\gamma_n)/(Z\alpha)$ gives $Q_f\approx-\frac{Z\alpha}{2}P_f$ and $Q_i\approx-\frac{Z\alpha}{4}P_i$. Let $R_n=\int r^nP_fP_i\,dr$. Since $P_fP_i\propto r^3e^{-3Zr/2}$,

$$\frac{R_2}{R_0}=\frac{5!}{3!}\left(\frac{2}{3Z}\right)^2=\frac{80}{9Z^2},\qquad k^2\frac{R_2}{R_0}\approx\frac{9Z^4\alpha^2}{64}\,\frac{80}{9Z^2}=\frac54(Z\alpha)^2 .$$

The E1 amplitude becomes

$$b_E\approx\frac{Z\alpha}{2}\left[\frac43R_0+k^2R_2\left(-\frac29+\frac1{45}-\frac1{30}\right)\right]=\frac{Z\alpha}{2}\left[\frac43R_0-\frac7{30}k^2R_2\right].$$

The first term represents $b_{LW}$; its own relativistic corrections cancel in the ratio at this order. Therefore

$$\frac{b_E}{b_{LW}}\approx1-\frac7{40}\,\frac54(Z\alpha)^2=1-\frac7{32}(Z\alpha)^2 .$$

For M2, $b_M\approx\sqrt3\left(\frac{Z\alpha}2+\frac{Z\alpha}4\right)\frac{k^2R_2}{15}=\frac{\sqrt3}{20}Z\alpha\,k^2R_2$. Division by $b_E\approx\frac23Z\alpha R_0$ gives

$$\frac{b_M}{b_E}\approx\frac{3\sqrt3}{40}\,\frac54(Z\alpha)^2=\frac{3\sqrt3}{32}(Z\alpha)^2 .$$

The coefficient is 0.162, against $3/16=0.188$ in the first estimate.

### How good is the scaling?

For xenon the leading law gives $b_M/b_E=0.02521$; the full result is 0.02631, larger by 4.3%. In the rate ratio the law gives $6.36\times10^{-4}$ and the full result is $6.92\times10^{-4}$. The retardation factor $b_E/b_{LW}$ is 0.9653, against 0.9660 from its leading law.

| $Z$ | $(b_M/b_E)/(Z\alpha)^2$ | $(b_E/b_{LW}-1)/(Z\alpha)^2$ |
|---|---|---|
| 1 | 0.16238 | −0.21875 |
| 30 | 0.16442 | −0.22013 |
| 54 | 0.16941 | −0.22359 |
| 80 | 0.17973 | −0.23119 |

Constant columns would mean pure $(Z\alpha)^2$ scaling. Their slow drift is a correction of relative order $(Z\alpha)^2$, confirmed at small $Z$ by its fourfold growth from $Z=1$ to $Z=2$. At xenon the amplitude ratio grows locally as $Z^{2.09}$. At $Z=80$ the leading M2 coefficient is already about 10% too small.

### Where M2 is easier to see

M2 adds only 0.07% to the total rate, far less than the 6.8% that retardation removes from the dipole rate. The individual amplitudes are more sensitive. Inverting the separation gives

$$M_1=-\frac i2(\sqrt3b_E+b_M),\qquad M_2=-\frac i2(b_E-\sqrt3b_M).$$

For an ion prepared with $m_i=\frac32$, emission along $z$ is changed relative to pure E1 by $(1+0.02631/\sqrt3)^2=1.031$. For $m_i=\frac12$ the factor is $(1-\sqrt3\times0.02631)^2=0.911$. To leading order these changes are linear in $b_M/b_E$. With equal populations the E1 intensities have weights 3 and 1, the linear terms cancel, and the small quadratic addition $(b_M/b_E)^2=6.92\times10^{-4}$ remains.

## Table of computed values

```
Z = 54
Z alpha = 0.394057
(Z alpha)^2 = 0.155281
gamma1 = 0.919086
gamma2 = 1.960796
E(1s)/mc^2 = 0.919086
E(2p3/2)/mc^2 = 0.980398
photon energy = 31.3303 keV
omega = 1151.3655 a.u.
k = 8.401920 a.u.
s = gamma1+gamma2 = 2.879882
Lambda = 81.0 a.u.
theta = 0.103358 rad
Int Qf Pi = -0.09440816
Int Qf Pi j0 = -0.09127135
Int Qf Pi j2 = -1.24309172e-03
Int Pf Qi j2 = -6.02303223e-04
dipole integral I = 0.02247300 a.u.
bE = 0.12150720
bM = 0.00319632
bLW = 0.12587755
A(E1) retarded = 1.240459e-01 a.u.
A(M2) retarded = 8.583777e-05 a.u.
A(E1) retarded = 5.12823e+15 1/s
A(M2) retarded = 3.54865e+12 1/s
A(E1)+A(M2) = 5.13178e+15 1/s
grid total rate = 5.13178e+15 1/s
grid M2 rate = 3.54865e+12 1/s
A(LW) Dirac dipole = 5.50377e+15 1/s
A(NR) dipole = 5.32998e+15 1/s
A(E1)/A(LW) = 0.931767
leading 1-(7/16)(Z alpha)^2 = 0.932065
bE/bLW = 0.965281
leading 1-(7/32)(Z alpha)^2 = 0.966032
A(LW)/A(NR) = 1.032605
energy factor (k/kNR)^3 = 1.167302
integral factor (I/INR)^2 = 0.884608
A(E1)/A(NR) = 0.962147
bM/bE = 0.026306
leading bM/bE = 0.025214
exact/leading bM/bE = 1.043273
A(M2)/A(E1) = 6.919837e-04
leading A(M2)/A(E1) = 6.357702e-04
local power of Z in bM/bE = 2.0904
coefficient 3 sqrt(3)/32 = 0.162380
coefficient -7/32 = -0.218750
Z, bM/bE, (bM/bE)/(Z alpha)^2, (bE/bLW-1)/(Z alpha)^2
  1 8.647060e-06 0.162382 -0.218751
 10 8.658774e-04 0.162602 -0.218898
 30 7.880215e-03 0.164424 -0.220126
 54 2.630558e-02 0.169406 -0.223589
 80 6.125301e-02 0.179728 -0.231191
```
